# Why one-carrier impact ionization gives finite gain at finite width

**Question**

I am modelling avalanche multiplication in the high-field region of a wide-gap power diode. As a first step I let only electrons ionize. An electron creates pairs on its way through, the new electrons create more pairs, and so on. This looks like a chain reaction, so I expected the steady current to diverge once an electron makes on average one pair per crossing. My numerical solution disagrees: with a uniform field and three ionizations per crossing, the gain is still finite. Is there an error in my solution, or is something missing from the model? What is the gain, and what would make it diverge?

**Answer**

Your numerical solution is behaving correctly. What the model lacks is a way for the avalanche to restart itself upstream. To see this, keep both carrier types in the equations at first and then switch one of them off.

**Model and signs**

Let the high-field region be $0<x<W$. Electrons drift toward $+x$ and holes toward $-x$. An electron creates $\alpha$ pairs per unit path, and a hole creates $\beta$. In a uniform field both are constants, provided that they depend on the local field alone. I take the field as fixed and neglect recombination, ionization by emitted photons, and release of carriers at the contacts.

Let $J_n(x)$ be the number of electrons crossing $x$ per unit time toward $+x$, and $J_p(x)$ the number of holes crossing $x$ per unit time toward $-x$. Both are positive. In a slice $dx$ the number of pairs created per unit time is $(\alpha J_n+\beta J_p)\,dx$. In steady state the new electrons leave through the right face and the new holes through the left face, so

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,\qquad \frac{dJ_p}{dx}=-(\alpha J_n+\beta J_p).$$

The minus sign appears because the hole flux builds up toward $-x$. Adding the equations shows that $J=J_n+J_p$ is independent of $x$. Both fluxes carry electric current in the same direction, so $J$ is the total current divided by the elementary charge.

Electrons are injected at $x=0$ and no holes enter at $x=W$. Hence $J_p(W)=0$ and $J=J_n(W)$. The gain is

$$M=\frac{J}{J_n(0)}=\frac{J_n(W)}{J_n(0)}.$$

**Only electrons ionize**

With $\beta=0$ the electron equation no longer contains the holes:

$$\frac{dJ_n}{dx}=\alpha J_n .$$

Dividing by $J_n$ and integrating from $0$ to $W$ gives $\ln[J_n(W)/J_n(0)]=\alpha W$, so

$$M=e^{\alpha W}.$$

This is finite for every finite $\alpha W$. At one ionization per crossing it equals 2.718, and nothing special happens there. If the field varies in space, the same integration gives $M=\exp\left(\int_0^W\alpha(x)\,dx\right)$.

**Why the chain ends**

The chain-reaction picture can be checked by counting generations. Let $g_m(x)\,dx$ be the mean number of pairs of generation $m$ born in $dx$, per injected electron. The injected electron is generation 0. It passes every $x$, so $g_1=\alpha$. A pair of generation $m+1$ is created at $x$ by an electron of generation $m$ passing $x$, and that electron must have been born at some $x'<x$:

$$g_{m+1}(x)=\alpha\int_0^x g_m(x')\,dx' .$$

Starting from $g_1=\alpha$, successive integration gives $g_2=\alpha^2x$, $g_3=\alpha^3x^2/2$, and in general

$$g_m(x)=\frac{\alpha^m x^{m-1}}{(m-1)!}.$$

Indeed, integrating this form once and multiplying by $\alpha$ gives $\alpha^{m+1}x^m/m!$, which is the same form with $m$ raised by one. The mean size of generation $m$ is therefore

$$N_m=\int_0^W g_m\,dx=\frac{(\alpha W)^m}{m!}.$$

An electron survives its ionizing collisions, so all generations reach $x=W$ and are counted there. Their sum is the exponential series, $\sum_m N_m=e^{\alpha W}$, in agreement with the current equation.

The ratio of successive generations is $N_{m+1}/N_m=\alpha W/(m+1)$. It may exceed one at first, but it falls below one as soon as $m+1>\alpha W$. The reason is geometrical. An electron born at $x$ has only the path $W-x$ left and makes $\alpha(W-x)$ pairs on average, not $\alpha W$. Each generation is born downstream of its parents, and the path runs out. Your criterion assumed that every daughter has the full crossing ahead of it.

**Both carriers ionize**

Now let $\beta>0$ and write $\delta=\alpha-\beta$, with $\delta\neq0$ for the moment. Inserting $J_p=J-J_n$ in the electron equation gives

$$\frac{dJ_n}{dx}=\delta J_n+\beta J .$$

Multiply by $e^{-\delta x}$ and move the first term on the right to the left, where it completes a derivative:

$$\frac{d}{dx}\left(J_n e^{-\delta x}\right)=\beta J e^{-\delta x}.$$

Integrate from $0$ to $W$, using $J_n(W)=J$:

$$Je^{-\delta W}-J_n(0)=\frac{\beta J}{\delta}\left(1-e^{-\delta W}\right).$$

Solving for $J_n(0)/J=1/M$ and using $\delta+\beta=\alpha$,

$$\frac1M=\frac{(\delta+\beta)e^{-\delta W}-\beta}{\delta}=\frac{\alpha e^{-\delta W}-\beta}{\delta},$$

$$M=\frac{\alpha-\beta}{\alpha e^{-(\alpha-\beta)W}-\beta}.$$

For $\beta=0$ this returns $e^{\alpha W}$. For $\alpha=0$ it gives $M=1$, as it must: the injected electron creates nothing, so there are no holes to ionize.

To find where $M$ diverges, follow $1/M$ as $W$ grows. It starts at 1 for $W=0$, and its derivative is $-\alpha e^{-\delta W}$, which is negative. With both coefficients positive it falls to zero when $\alpha e^{-\delta W}=\beta$, that is, at

$$W_b=\frac{\ln(\alpha/\beta)}{\alpha-\beta}.$$

This is positive whichever coefficient is larger. With $\beta=0$, however, $1/M=e^{-\alpha W}$ approaches zero without reaching it.

At $W=W_b$ we have $J_n(0)=0$ while $J>0$: a current flows without injection. That is the meaning of the divergence.

**Where your criterion does hold**

If $\alpha=\beta$, the electron equation becomes $dJ_n/dx=\alpha J$. Integration gives $J-J_n(0)=\alpha WJ$, hence

$$M=\frac1{1-\alpha W}\qquad(\alpha W<1).$$

This does diverge at one ionization per crossing. A pair born at $x$ now has an electron that makes $\alpha(W-x)$ pairs and a hole that makes $\alpha x$. The total is $\alpha W$ wherever the pair is born, so the size of each generation is $\alpha W$ times that of the one before. The generations shrink for $\alpha W<1$, stay equal at $\alpha W=1$ and grow beyond it. The hole supplies exactly the path that the electron lacks.

**The missing feedback, to first order**

For small $\beta$ the feedback can be followed event by event. Per injected electron, the electron-only avalanche creates $\alpha e^{\alpha x}dx$ holes in $dx$. Each drifts back toward $x=0$ and creates $\beta\,dx'$ pairs in every slice $dx'$ with $x'<x$. The electron of such a pair starts a new avalanche, which delivers $e^{\alpha(W-x')}$ electrons at $x=W$. The added gain is

$$\delta M=\beta\int_0^W dx\,\alpha e^{\alpha x}\int_0^x dx'\,e^{\alpha(W-x')} .$$

The inner integral is $e^{\alpha W}(1-e^{-\alpha x})/\alpha$. Multiplying it by $\alpha e^{\alpha x}$ leaves $e^{\alpha W}(e^{\alpha x}-1)$, and the outer integral then gives

$$\delta M=\beta e^{\alpha W}\left[\frac{e^{\alpha W}-1}{\alpha}-W\right].$$

For $\alpha W\ll1$, expanding the bracket to second order in $\alpha W$ gives $\delta M\approx\alpha\beta W^2/2$. One electron ionization and one hole ionization are needed, which explains the product $\alpha\beta$.

**When the loop sustains itself**

Repeated feedback needs a criterion that holds beyond first order. With both carriers active, a pair at $x$ can come from an electron born at $x'<x$ or from a hole born at $x'>x$:

$$g_{m+1}(x)=\alpha\int_0^x g_m\,dx'+\beta\int_x^W g_m\,dx',\qquad g_1=\alpha .$$

The sizes $N_m$ do not in general form a geometric series, because the place of birth matters. Look for a positive weight $\varphi(x)$ that accounts for the place, such that the weighted size of each generation is a fixed factor $\lambda_0$ times that of the one before. Multiply the equation by $\varphi(x)$, integrate over $x$, and exchange the order of integration:

$$\int_0^W\varphi\, g_{m+1}\,dx=\int_0^W g_m(x')\left[\alpha\int_{x'}^W\varphi\,dx+\beta\int_0^{x'}\varphi\,dx\right]dx' .$$

The fixed factor results if the bracket equals $\lambda_0\varphi(x')$. Differentiating that condition with respect to $x'$ gives $\lambda_0\varphi'=-(\alpha-\beta)\varphi$, so

$$\varphi(x)=e^{-(\alpha-\beta)x/\lambda_0}.$$

The end values of the condition are $\lambda_0\varphi(0)=\alpha\int_0^W\varphi\,dx$ and $\lambda_0\varphi(W)=\beta\int_0^W\varphi\,dx$. Their ratio requires $e^{-(\alpha-\beta)W/\lambda_0}=\beta/\alpha$, hence

$$\lambda_0=\frac{(\alpha-\beta)W}{\ln(\alpha/\beta)}=\frac{W}{W_b}.$$

With this value the end conditions themselves hold, not just their ratio. Integrating the differential equation gives $\lambda_0[\varphi(0)-\varphi(W)]=(\alpha-\beta)\int_0^W\varphi\,dx$. Putting $\varphi(W)=(\beta/\alpha)\varphi(0)$ into it returns the first end condition.

The weighted sizes are now proportional to $\lambda_0^m$. Since $\varphi$ lies between two positive constants on the slab, the true sizes $N_m$ lie between two fixed positive multiples of $\lambda_0^m$. Their sum therefore converges for $\lambda_0<1$ and diverges for $\lambda_0\ge1$. I call $\lambda_0$ the loop eigenvalue.

The same weight shows that there is no steady state past the threshold. A steady total birth density $g\ge0$ would obey the generation equation with $g$ on both sides and the source $\alpha$ added. Weighting it by $\varphi$ gives

$$(1-\lambda_0)\int_0^W\varphi\,g\,dx=\alpha\int_0^W\varphi\,dx .$$

The right side is positive. For $\lambda_0\ge1$ the left side is zero or negative, which is a contradiction. Past the threshold the formula for $M$ returns a negative number, and this is not a gain.

**The limit of weak hole ionization**

At fixed $\alpha W$, $\lambda_0$ tends to zero as $\beta\to0$, and $M$ tends to $e^{\alpha W}$. The approach of $\lambda_0$ is slow, because $\beta$ enters through a logarithm. Equivalently, $W_b\approx\ln(\alpha/\beta)/\alpha$ for $\beta\ll\alpha$. Any nonzero $\beta$ gives a finite threshold width, and a strong reduction of $\beta$ moves it only moderately. Neglecting hole ionization is accurate only while the relative first-order feedback, $\delta M/e^{\alpha W}=(\beta/\alpha)\left(e^{\alpha W}-1-\alpha W\right)$, is small. At $W=W_b/2$ the formula for $M$ already exceeds $e^{\alpha W}$ by about 7% for $\beta/\alpha=0.01$ and about 16% for $\beta/\alpha=0.1$. Neglecting $\beta$ also removes the threshold itself.

**Numbers for your case**

Take round model parameters with three ionizations per crossing: $W=2.0$ µm and $\alpha=1.5$ µm$^{-1}$. Without hole ionization,

$$M=e^{1.5\times2.0}=e^{3}=20.09 .$$

The generations have mean sizes 1, 3, 4.5, 4.5, 3.375, 2.025, 1.013 and so on. They grow, level off and die out. Generations 0 to 12 add up to 20.085. A ramp in $\alpha$ with the same integral gives the same gain.

Hole ionization changes this as follows:

| $\beta$ (µm$^{-1}$) | $W_b$ (µm) | $\lambda_0$ | $M$ from formula |
|---|---|---|---|
| 0.015 | 3.101 | 0.645 | 23.97 |
| 0.075 | 2.102 | 0.951 | 121.1 |
| 0.150 | 1.706 | 1.173 | −27.4 (no steady state) |

For the first row, the first-order feedback is

$$\delta M=0.015\times20.0855\left[\frac{19.0855}{1.5}-2.0\right]=0.015\times215.39=3.23 .$$

This raises the gain from 20.09 to 23.32. The remaining 0.65 comes from higher orders in $\beta$. In the second row $\beta$ is only 5% of $\alpha$, yet the gain is six times the electron-only value, because $W$ is close to $W_b$. At this width the divergence occurs at $\beta=0.0893$ µm$^{-1}$, about 6% of $\alpha$. Comparing the first and last rows, a tenfold reduction of $\beta$ does not even double $W_b$.

A random simulation, in which each carrier ionizes independently along its path, gives $19.92\pm0.10$ for $\beta=0$ and $24.09\pm0.13$ for $\beta=0.015$ µm$^{-1}$. The uncertainties are standard errors. The first result lies between one and two standard errors below the formula, and the second about one above it.

**The same physics in time**

Let one electron enter at time zero, and give both carriers the speed 0.1 µm/ps, so that a crossing takes 20 ps. If $\beta=0$, every new electron is born beside its parent and moves along with it. The whole bunch leaves at 20 ps. The last holes, born near $x=W$, need another 20 ps, and at 40 ps the slab is empty. Nothing remains that could start another avalanche.

With hole ionization, the mean population stays above zero after that time, although a single avalanche can still die out by chance, even past the threshold. Between the 19th and the 20th crossing time the computed mean population changes by a factor of about 0.22, 0.84 and 1.72 for the three values of $\beta$ in the table. The finite time step makes these factors about half a percent too small, which does not affect the conclusion. The mean population decays in the first two cases and grows in the third, on the sides of the threshold that $\lambda_0$ predicts. These factors differ from $\lambda_0$ because they count per crossing time, whereas $\lambda_0$ counts per generation. The threshold does not depend on the speeds, since they do not appear in the steady equations.

**What this means for a device**

A finite gain need not be a harmless one. The electron-only gain reaches $10^6$ at $\alpha W=13.82$. Since $\ln M=\alpha W$, a small relative change in $\alpha$ there changes $M$ by nearly 14 times that relative amount. A current that rises so steeply can look like a divergence on a measured curve, and it can destroy the device. Before that, the carriers may alter the field, and the fixed-field result no longer applies. The same holds past a true threshold, where the mean population keeps growing until something outside this model limits it.

The local coefficient is also an approximation, because a newly created carrier must first gain energy from the field. If the electron ionization rate per unit path nevertheless stays below some $\alpha_{\max}$, then $dJ_n/dx\le\alpha_{\max}J_n$ and the gain is at most $e^{\alpha_{\max}W}$. The simple exponential may fail, but the one-carrier gain remains finite.

Finally, hole ionization is the feedback missing from your bulk model, but other kinds exist. Suppose that $\beta=0$ and that each hole arriving at $x=0$ releases an electron there with probability $\gamma$. With external injection $J_0$,

$$J_n(0)=J_0+\gamma J_p(0),\qquad J_p(0)=J-J_n(0)=\left(e^{\alpha W}-1\right)J_n(0).$$

Eliminating $J_p(0)$ and using $J=e^{\alpha W}J_n(0)$,

$$\frac{J}{J_0}=\frac{e^{\alpha W}}{1-\gamma\left(e^{\alpha W}-1\right)} .$$

This diverges when $\gamma(e^{\alpha W}-1)=1$, although only electrons ionize in the bulk. In both cases the divergence requires something that returns upstream and starts new electrons there. To obtain a bulk breakdown threshold in your simulation, include the hole coefficient, even if it is small. For a real diode, take both coefficients from data for its material and field direction. The round values used above describe no particular material. In 4H-SiC with the field along the $c$ axis, the hole coefficient is reported to be the larger one, so electron-only ionization is not a good first step there. The numerical output below lists the values used here.

## Computed results

```
slab width W = 2.0 um
electron coefficient alpha = 1.5 per um
ionizations per full electron transit alpha*W = 3.0
carrier speed = 0.1 um/ps
one transit time = 20.0 ps
emptying time for beta=0 = 40.0 ps
one-carrier gain, formula = 20.0855
one-carrier gain, integrated = 20.0855
one-carrier gain, alpha ramp = 20.0855
one-carrier gain at alpha*W=1 = 2.7183
alpha*W for one-carrier gain 1e6 = 13.82
beta=0, mean size of generation 0 = 1.000
beta=0, mean size of generation 1 = 3.000
beta=0, mean size of generation 2 = 4.500
beta=0, mean size of generation 3 = 4.500
beta=0, mean size of generation 4 = 3.375
beta=0, mean size of generation 5 = 2.025
beta=0, mean size of generation 6 = 1.013
beta=0, mean size of generation 7 = 0.434
beta=0, mean size of generation 8 = 0.163
beta=0, sum of generations 0 to 12 = 20.085
beta=0.000 per um: random gain = 19.92 +- 0.10
beta=0.015 per um: random gain = 24.09 +- 0.13
beta=0.015 per um: algebraic gain = 23.969
  threshold width = 3.1011 um
  loop eigenvalue, formula = 0.6449
  loop eigenvalue, matrix = 0.6449
  population ratio per transit = 0.2227
beta=0.075 per um: algebraic gain = 121.107
  threshold width = 2.1023 um
  loop eigenvalue, formula = 0.9514
  loop eigenvalue, matrix = 0.9514
  population ratio per transit = 0.8410
beta=0.150 per um: algebraic gain = -27.444
  threshold width = 1.7056 um
  loop eigenvalue, formula = 1.1726
  loop eigenvalue, matrix = 1.1726
  population ratio per transit = 1.7156
critical beta at this width = 0.08928 per um
critical beta/alpha = 0.05952
gain slope with beta at beta=0, formula = 215.39 um
gain slope with beta, numerical = 215.42 um
first feedback term at beta=0.015 = 3.231
equal coefficients 0.3 per um: gain = 2.5000
```
